Bruno's relation and the spin-flip term in second-order magnetocrystalline anisotropy, part 2

The question is whether the anisotropy energy K = F(x) − F(z) of a ferromagnet can be read from its orbital moments. F(n) is the electronic free energy per cell, without the magnetostatic dipole energy, for majority spin (↑, σ = +1) along the unit vector n; K > 0 favours z. Units are ħ = 1 and eV. Independent electrons in a collinear H0, with real orbitals and fixed electron number N per cell, are perturbed by V = ξ l·s, ξ > 0, whose spin-flip part is V⊥. The axes u, v, n form a right-handed frame. States a, b of H0 have energies ε_a, ε_b and Fermi occupations f_a, f_b at chemical potential μ; sums include the average over k.

The tensors of part 6 are

χ^σσ_αβ = ½ Σ_{a,b in σ} ⟨a|l_α|b⟩⟨b|l_β|a⟩ K_ab,

χ^sf_αβ = Σ_{a in ↑, b in ↓} ⟨a|l_α|b⟩⟨b|l_β|a⟩ K_ab,

with K_ab = (f_a − f_b)/(ε_b − ε_a), and K_ab = −f′(ε_a) for ε_a = ε_b.

L^σ_n is the orbital moment of spin channel σ along n, in μB and positive along the magnetization; L_n = L↑_n + L↓_n, and subscripts z, x mean n = z, x. To second order L↑_n = −ξ χ↑↑_nn, L↓_n = +ξ χ↓↓_nn, and K = K_sc + K_sf with

K_sc = (ξ/4)[(L↓_z − L↑_z) − (L↓_x − L↑_x)], K_sf = (ξ²/4)(χ^sf_xx − χ^sf_zz). (10)

Bruno's relation, K = K_B, needs the two conditions of part 8. First, the majority channel is silent, as when its shell is full; then

K_sc = (ξ/4)(L_z − L_x) ≡ K_B. (11)

An empty minority shell reverses this sign. Second, |K_sf| ≪ |K_sc|, which for a full majority shell is

|χ^sf_xx − χ^sf_zz| ≪ |χ↓↓_zz − χ↓↓_xx|.

For vanishing exchange, K_sf = −K_sc exactly.

**9. The spin-flip term for large exchange**

Take one d shell per cell and a rigid exchange splitting, H^σ(k) = h(k) − σΔ/2, so that both spins share the eigenvectors of h and its eigenvalues e_a. Let W be the largest spread of the eigenvalues of h(k) at any k, and assume W < Δ. For a in ↑ and b in ↓ the denominator is ε_b − ε_a = Δ + x with x = e_b − e_a and |x| ≤ W. The identity

1/(Δ + x) = 1/Δ − x/Δ² + x²/[Δ²(Δ + x)],

verified by bringing the right side over Δ²(Δ + x), splits χ^sf_nn = Σ_ab (f↑_a − f↓_b)|⟨a|l_n|b⟩|²/(Δ + x) into three parts, at any temperature. Let P^σ = Σ_a f^σ_a |a⟩⟨a|, with N^σ = Tr P^σ.

Leading part. In the term with f↑_a the sum over b runs over the complete shell and gives ⟨a|l_n²|a⟩; in the term with f↓_b the sum over a does the same. The result is Tr[(P↑ − P↓) l_n²]/Δ.

Second part. The coefficient of 1/Δ² is

C_n = Σ_ab f↑_a (e_a − e_b)|⟨a|l_n|b⟩|² + Σ_ab f↓_b (e_b − e_a)|⟨a|l_n|b⟩|².

In the first sum, closure over b gives Σ_a f↑_a [e_a⟨a|l_n²|a⟩ − ⟨a|l_n h l_n|a⟩] = Tr[P↑(h l_n² − l_n h l_n)], and the second sum has the same form with P↓. The double commutator is [[h, l_n], l_n] = h l_n² − 2 l_n h l_n + l_n² h, and since P^σ commutes with h the first and last terms have equal traces with it. Hence

C_n = ½ Tr{(P↑ + P↓) [[h, l_n], l_n]}.

A full shell contributes nothing to C_n, the trace of a commutator being zero.

Remainder. With |f↑_a − f↓_b| ≤ 1, x² ≤ W², Δ + x ≥ Δ − W and Σ_ab |⟨a|l_n|b⟩|² = Tr l_n² = 4 + 1 + 0 + 1 + 4 = 10, the third part R obeys |R| ≤ 10W²/[Δ²(Δ − W)]. This is an upper bound and becomes empty as W approaches Δ.

The leading part has a geometric meaning. Let r̂ be the direction of the electron seen from the nucleus and Q_nn = 1 − 3 r̂_n². Take n as polar axis and c = cos θ. Within the shell both Q_nn and l_n² commute with l_n, so both are diagonal in the states |m⟩, whose angular densities are proportional to (1 − c²)² for |m| = 2, (1 − c²)c² for |m| = 1 and (3c² − 1)² for m = 0. Using ∫c^{2p} dc = 2/(2p + 1) over −1 to 1,

|m| = 2: ⟨c²⟩ = (2/3 − 4/5 + 2/7)/(2 − 4/3 + 2/5) = (16/105)/(16/15) = 1/7,

|m| = 1: ⟨c²⟩ = (2/5 − 2/7)/(2/3 − 2/5) = (4/35)/(4/15) = 3/7,

m = 0: ⟨c²⟩ = (18/7 − 12/5 + 2/3)/(18/5 − 4 + 2) = (88/105)/(8/5) = 11/21.

So Q_nn = 4/7, −2/7, −4/7 for m² = 4, 1, 0, and these are the values of (2/7)(m² − 2). As operators in the d shell, for any direction n,

l_n² = 2 + (7/2) Q_nn. (12)

The magnetic dipole operator is T = Σ [s − 3 r̂ (r̂·s)], summed over electrons. Its component along n is Σ_β (n_β − 3 r̂_n r̂_β) s_β. The unperturbed density matrix is diagonal in spin along n, so s_u and s_v have no expectation value and only β = n survives:

T_n = ½ Tr[(P↑ − P↓) Q_nn].

T_n measures the quadrupole of the spin density, exists without spin-orbit coupling, and obeys T_x + T_y + T_z = 0 because Q_xx + Q_yy + Q_zz = 3 − 3 = 0. Inserting (12) into the leading part,

χ^sf_nn = [2(N↑ − N↓) + 7T_n]/Δ + C_n/Δ² + R. (13)

The first term in the bracket is isotropic, and (10) gives

K_sf = K_T + (ξ²/4Δ²)(C_x − C_z) + …, K_T = (ξ²/4Δ)(7T_x − 7T_z) = (7/4)(ξ²/Δ)(T_x − T_z). (14)

The factor 7/4 belongs to the definitions of T, Δ and ξ given here. K_T is the leading term of an expansion in W/Δ. With a full majority shell, 7T_n is, by (12), the sum of l_n² − 2 over the minority holes, so K_T disfavours the axis along which the holes carry the largest l_n².

**10. What dichroism supplies**

The XMCD sum rules are not derived here and nothing above depends on them; only the names of the quantities they address matter. For a d shell the orbital sum rule addresses the total L_n, and the spin sum rule addresses the combination 2S_n + 7T_n, with S_n = (N↑ − N↓)/2. The total L_n equals the needed L↓_n − L↑_n when the majority shell is full, and equals minus it when the minority shell is empty; with both channels active it does not fix it. The variation of 2S_n + 7T_n with the direction of n is, to zeroth order in ξ, the variation of 7T_n, which is the quantity in K_T. A full majority shell and W ≪ Δ thus allow both terms of K to be estimated from the two sum rules, once ξ, Δ and the number of d holes, which enters both rules, are known. The estimate of K_sf leaves out the terms beyond K_T in (14). When the dipole anisotropy T_x − T_z is small, these can outweigh K_T even for a band width well below Δ, as part 12 shows. The same holds, with the sign of L_n reversed, for an empty minority shell. With both channels active, or with W comparable to Δ, the two combinations do not determine K. In the itinerant 3d metals Fe, Co and Ni the spread of the d bands is not small against the exchange splitting, so K_T is not a controlled estimate of K_sf for them.

**11. Example: one hole in a d shell**

Take a single site with nine d electrons and round model parameters. The minority level x²−y² lies at zero and is empty. Below it lie xy at −D₁, yz and zx at −D₂, and z² at −D₃, with D₁ = 1.6 eV, D₂ = 0.5 eV, D₃ = 1.0 eV. The majority levels are the same set shifted down by Δ, so they are full for any Δ > 0 and the first condition of part 8 holds exactly. Take ξ = 0.05 eV, so ξ/4 = 0.0125 eV and ξ²/4 = 6.25×10⁻⁴ eV², and a temperature so far below the smallest gap that the occupations are 0 or 1 to the digits shown.

The functions xy, yz and (x² − y²)/2 have the same norm on the sphere, since a rotation by 45° about z carries xy into (x² − y²)/2. Then

l_z (x² − y²)/2 = −i(x∂_y − y∂_x)(x² − y²)/2 = −i(−xy − xy) = 2i xy,

l_x (x² − y²)/2 = −i(y∂_z − z∂_y)(x² − y²)/2 = −i yz.

So l_z connects the hole only to xy, with squared element 4, and l_x only to yz, with squared element 1. The level z² does not enter in second order. Every contributing pair has the hole as its empty state, and

χ↓↓_zz = 4/D₁ = 2.5000 eV⁻¹, χ↓↓_xx = 1/D₂ = 2.0000 eV⁻¹,

χ^sf_zz = 4/(D₁ + Δ), χ^sf_xx = 1/(D₂ + Δ).

The orbital moments are L_z = 0.05 × 2.5 = 0.1250 and L_x = 0.05 × 2.0 = 0.1000, independent of Δ, and

K_B = 0.0125 eV × (0.1250 − 0.1000) = 0.3125 meV.

Bruno's relation predicts the easy axis z for every Δ. For Δ = 1 eV the spin-flip elements are 4/2.6 = 1.5385 eV⁻¹ and 1/1.5 = 0.6667 eV⁻¹, so

K_sf = 6.25×10⁻⁴ × (0.6667 − 1.5385) eV = −0.5449 meV,

and the second-order anisotropy is K₂ = 0.3125 − 0.5449 = −0.2324 meV. The easy axis lies in the plane. For the dipole term, the hole has ⟨l_z²⟩ = 4 and ⟨l_x²⟩ = 1, so 7T_z = 2 and 7T_x = −1, and K_T = 6.25×10⁻⁴ × (−3)/Δ, which is −1.8750 meV at Δ = 1 eV.

The last column below comes from numerical diagonalization of the 10×10 matrix H0 + ξ l·s at ξ = 0.05 eV for n = x and n = z, filling the nine lowest levels. It contains all orders in ξ. Energies are in meV, and K_B = 0.3125 in every row.

Δ (eV) | K_sf | K_T | K₂ | K all orders
1 | −0.5449 | −1.8750 | −0.2324 | −0.2464
3 | −0.3649 | −0.6250 | −0.0524 | −0.0596
10 | −0.1560 | −0.1875 | 0.1565 | 0.1525

The rows for Δ = 3 and 10 eV use χ^sf_zz, χ^sf_xx = 0.8696, 0.2857 and 0.3448, 0.0952 eV⁻¹. Orders beyond the second change K by −0.014, −0.007 and −0.004 meV, which is about 6, 12 and 3 per cent of the all-orders value, and do not alter any sign. The same diagonalization gives L_z = 0.1221 and L_x = 0.1001 at Δ = 1 eV, so the easy axis x is the axis of the smaller orbital moment also at finite ξ. At Δ = 10 eV Bruno's relation has the right sign and is still about twice the all-orders value.

The sign change can be located in closed form. Combining each spin-conserving term with its spin-flip partner, 1/D − 1/(D + Δ) = Δ/[D(D + Δ)], so

K₂ = (ξ²Δ/4) {4/[D₁(D₁ + Δ)] − 1/[D₂(D₂ + Δ)]}.

This vanishes at Δ = 0, in accord with part 8, and tends to K_B as Δ → ∞. The braces vanish when 4D₂² + 4D₂Δ = D₁² + D₁Δ, that is at

Δ* = (D₁² − 4D₂²)/(4D₂ − D₁) = (2.56 − 1.00)/(2.0 − 1.6) = 3.9 eV.

For D₁ < 4D₂, where K_B > 0, Δ* is positive when D₁ > 2D₂. In the window 2D₂ < D₁ < 4D₂ this model has, in second order, the wrong sign from Bruno's relation for all Δ < Δ*.

K_T overshoots K_sf by factors of 3.4, 1.7 and 1.2. At Δ = 1 eV the spread W = D₁ = 1.6 eV exceeds Δ and the expansion behind (14) does not converge. At Δ = 10 eV the next term can be added. Since full shells drop out, C_n is minus the contribution of the hole orbital, −[0 − ⟨l_n h l_n⟩], which gives C_z = −4D₁ and C_x = −D₂, the same as expanding 4/(D₁ + Δ) and 1/(D₂ + Δ). Then C_x − C_z = −0.5 + 6.4 = 5.9 eV, the correction is 6.25×10⁻⁴ × 5.9/100 eV = 0.037 meV, and K_T plus correction is −0.151 meV against K_sf = −0.156 meV.

**12. Example: a square monolayer of d bands**

Take one d shell per site of a square lattice in the xy plane, with nearest-neighbour hopping only and no crystal field. For a bond along x the hopping matrix is diagonal in the eigenstates of l_x², with the values ddσ, ddπ, ddδ for eigenvalues 0, 1, 4; call it t_x, and define t_y likewise from l_y². With unit lattice constant,

h(k) = 2 cos k_x t_x + 2 cos k_y t_y.

The round parameters are ddσ = −0.3 eV, ddπ = 0.2 eV, ddδ = −0.05 eV, Δ = 2 eV, ξ = 0.05 eV, kT = 0.05 eV. The tensors of part 6 are summed on a uniform 48×48 mesh of k points shifted by half a step, with μ found by root search at fixed N. The band width of one spin on this mesh is 1.896 eV, just under Δ; the spread W of part 9, taken at a single k, is 1.75 eV. A 64×64 mesh gives the same K₂ to the four decimals in meV that were compared. The all-orders value is F(x) − F(z) from diagonalizing the 10×10 matrix with ξ l·s at every k of the 48×48 mesh, with μ readjusted.

For N = 7, 8 and 9 the majority occupation is 5.0000 and L↑ is zero to five decimals, so K_sc = K_B and only the second condition of part 8 is in question. For N = 7,

K_B = 0.0125 × (0.32505 − 0.35104) eV = −0.325 meV,

K_sf = 6.25×10⁻⁴ × (2.6625 − 2.4727) eV = +0.119 meV,

K_T = (6.25×10⁻⁴/2) × (0.0385 + 0.0770) eV = +0.036 meV,

using L↓_z = 0.32505, L↓_x = 0.35104, χ^sf_xx = 2.6625 eV⁻¹, χ^sf_zz = 2.4727 eV⁻¹, 7T_x = 0.0385 and 7T_z = −0.0770. For N = 8 the inputs are the same L↓, χ^sf_xx = 1.5959, χ^sf_zz = 1.5219 eV⁻¹, 7T_x = −0.0385, 7T_z = 0.0770. For N = 9 they are L↓_z = 0.15518, L↓_x = 0.14470, χ^sf_xx = 0.6717, χ^sf_zz = 0.8226 eV⁻¹, 7T_x = −0.2215, 7T_z = 0.4430. The results in meV per atom are

N | K_B | K_sf | K_T | K₂ | K all orders
7 | −0.325 | 0.119 | 0.036 | −0.206 | −0.191
8 | −0.325 | 0.046 | −0.036 | −0.279 | −0.248
9 | 0.131 | −0.094 | −0.208 | 0.037 | 0.032

At this temperature, kT = 0.05 eV, Bruno's relation gives the right sign of K, and so the right choice between x and z, at all three fillings, but too large a magnitude: K_B is about 1.7, 1.3 and 4 times the all-orders value. The spin-flip term removes 37, 14 and 72 per cent of K_B. That it opposes K_B in all three rows is an observation on this model at this temperature; part 8 requires only that it cancel K_sc as Δ → 0, a limit in which the majority band here is no longer full and K_B differs from K_sc. The second condition of part 8 shows how it can be so large. For N = 9, χ↓↓ = L↓/ξ is about 3 eV⁻¹, some four times χ^sf, but its anisotropy is (0.15518 − 0.14470)/0.05 = 0.21 eV⁻¹ against 0.15 eV⁻¹ for χ^sf. The second-order value exceeds the all-orders value in magnitude by about 8, 12 and 14 per cent of the latter. The origin of these higher-order corrections is not analysed here. The table depends strongly on kT. At kT = 0.025 eV, on a 192×192 mesh, the all-orders values are −0.114, −0.142 and −0.085 meV, and for N = 9 the parts are K_B = +0.018 and K_sf = −0.101 meV, so that Bruno's relation has the wrong sign at that filling. At kT = 0.0125 eV and N = 9, K_B and K_sf are both negative, about −0.07 and −0.10 meV.

Two features of the table need an explanation: N = 7 and N = 8 have identical orbital moments, and for N = 8 the estimate K_T has the opposite sign to K_sf. The first follows from a symmetry, the second from the same symmetry together with the computed size of the terms beyond K_T. Shifting k by (π, π) reverses both cosines, so h(k + (π, π)) = −h(k) with the same eigenvectors, and the mesh maps onto itself. Since f(−y) = 1 − f(y) for y = ε − μ, a minority band with 3 electrons is the image of one with 2 electrons under e → −e, f → 1 − f. The kernel (f_a − f_b)/(ε_b − ε_a) changes sign in numerator and denominator and is unchanged, so χ↓↓, L↓ and K_B are equal for N = 7 and 8. With P↑ = 1 and Tr Q_nn = 0, T_n = −½ Tr(P↓Q_nn), and P↓ → 1 − P↓ reverses its sign.

For the spin-flip tensor let f_b be the minority occupations at N = 7 and w_ab = |⟨a|l_n|b⟩|². Then χ^sf(7) = Σ w_ab (1 − f_b)/(Δ + x), and the mapping gives χ^sf(8) = Σ w_ab f_b/(Δ − x). In the sum Σ w_ab/(Δ + x) the weight is symmetric in a and b while x is odd, so 1/(Δ + x) may be replaced by its even part Δ/(Δ² − x²). Using 1/(Δ + x) + 1/(Δ − x) = 2Δ/(Δ² − x²) and 1/(Δ − x) − 1/(Δ + x) = 2x/(Δ² − x²),

χ^sf(7) − χ^sf(8) = Σ w_ab (1 − 2f_b) Δ/(Δ² − x²),

χ^sf(7) + χ^sf(8) = Σ w_ab (Δ + 2f_b x)/(Δ² − x²).

At order 1/Δ the sum is Tr l_n²/Δ = 10/Δ, which is isotropic. The dipole term therefore lives entirely in the difference between the two fillings, and the anisotropy of their sum begins at order 1/Δ², with 2C_n. Numerically the half-difference of K_sf is (0.1186 − 0.0463)/2 = 0.036 meV, equal to K_T(7) at this precision, which shows that the higher terms of the difference are nearly isotropic here; no reason for that is derived. The half-sum is (0.1186 + 0.0463)/2 = 0.082 meV, more than twice as large, and consists wholly of terms beyond K_T. The C term of (14) alone is 0.156 meV for both fillings, so at Δ = 2 eV the still higher terms are not small either. For N = 8, K_sf = 0.082 − 0.036 meV, and the neglected part outweighs the dipole term and reverses the sign. At these parameters the leading term of (14) is not a usable estimate of K_sf, and χ^sf, or equivalently ½⟨V⊥⟩, has to be summed with its true denominators. A band width well below Δ is not enough to change this: by (14), K_T dominates only when |C_x − C_z|/Δ is small against 7|T_x − T_z|, and for N = 8 the dipole anisotropy is small. With Δ raised to 6 eV, about three times the band width, the same sums give K_sf = +0.001 meV and K_T = −0.012 meV at this filling, still of opposite sign. K_sf passes through zero near Δ = 6.9 eV, and at Δ = 8 eV it is −0.001 meV against K_T = −0.009 meV.
